# Copper barriers: low diffusivity does not guarantee a low steady leak

**The argument under comment.** Two barrier films, A and B, each 5 nm thick, are proposed for use between copper and a region that must stay free of it. At the anneal temperature of 673 K copper diffuses 31.5 times faster in B than in A. The author reasons that flux is diffusivity times concentration gradient, that both films have the same thickness and touch the same copper, and that A must therefore leak 31.5 times less. Film A is recommended.

The first two statements are acceptable. The conclusion needs a third, which is not stated: that both films hold the same copper concentration at the face touching the metal. Contact with the same copper does not imply this.

**What the copper fixes.** I assume uniform films, dilute copper, constant diffusivity $D$, local equilibrium at the copper face, and no electric field or reaction inside the film. Let $H$ be the energy of a copper atom dissolved in the film, measured from copper metal, and $N$ the density of sites. With vibrational entropy differences neglected, the chemical potential of dissolved copper at concentration $C\ll N$, measured from the metal, is

$$\mu = H + kT\ln(C/N).$$

Equilibrium with the metal requires $\mu=0$, so the concentration at the copper face is

$$c = N e^{-H/kT}.$$

This is the solubility. The two films share a chemical potential, not a concentration.

Let $x$ run from the copper face to the sink at $x=L$, with flux positive towards the sink. In steady state $J=-D\,dC/dx$ is independent of $x$, so $C$ is linear. If the sink holds copper at activity $a$ (1 for copper metal, 0 for an empty sink), then $C(L)=ac$ and

$$J=\frac{(1-a)Dc}{L}.$$

For equal $L$ and equal $a<1$, B leaks less in steady state if and only if

$$D_Bc_B<D_Ac_A .$$

The author's conclusion follows if $c_A=c_B$. A faster film wins when its solubility is lower by more than its diffusivity is higher.

**Why diffusivity alone misleads.** Follow an atom hopping along a column of wells. Well $i$ has energy $E_i$ and occupancy $p_i\ll1$; the saddle between wells $i-1$ and $i$ has energy $S_i$. With attempt rate $\nu$, the net flux over that saddle is

$$j=\nu e^{-(S_i-E_{i-1})/kT}p_{i-1}-\nu e^{-(S_i-E_i)/kT}p_i .$$

Define the local activity $a_i=p_ie^{E_i/kT}$. Then

$$\frac{j}{\nu}e^{S_i/kT}=a_{i-1}-a_i .$$

In steady state $j$ is the same at every saddle. Summing over the $m$ saddles, with $a_0=1$ at the copper and $a_m=a$ at the sink, makes the right side telescope:

$$j=\frac{\nu(1-a)}{\sum_{i=1}^{m}e^{S_i/kT}} .$$

The well energies have cancelled. In a uniform film every saddle lies at $H+E_D$, where $E_D$ is the migration energy. For hop length $h$, $m=L/h$, and there are $Nh$ columns per unit area, so

$$J=Nhj=\frac{(1-a)N\nu h^2}{L}e^{-(H+E_D)/kT}.$$

This is the earlier flux, with $D=D_0e^{-E_D/kT}$ and $D_0=\nu h^2$.

Now deepen all wells by $\delta$ while holding the saddles fixed. The migration energy rises by $\delta$ and $H$ falls by $\delta$. Diffusivity drops by $e^{-\delta/kT}$, solubility rises by the inverse factor, and the steady flux does not change. A low diffusivity obtained by trapping copper, while copper stays dilute, buys no reduction in steady leakage. It does buy delay.

**What low diffusivity does buy.** Take an initially copper-free film and an empty sink. Put $\xi=x/L$, $\tau=Dt/L^2$ and $C=c\,u$. Then $u_\tau=u_{\xi\xi}$, with $u=1$ at $\xi=0$ and $u=0$ at $\xi=1$. Subtracting the steady profile leaves a function that vanishes at both faces, so

$$u=1-\xi-\sum_{n\ge1}b_n\sin(n\pi\xi)e^{-n^2\pi^2\tau}.$$

The condition $u=0$ at $\tau=0$ gives, after one integration by parts,

$$b_n=2\int_0^1(1-\xi)\sin(n\pi\xi)\,d\xi=\frac{2}{n\pi}.$$

The exit flux in units of $Dc/L$ is

$$-u_\xi(1,\tau)=1+2\sum_{n\ge1}(-1)^ne^{-n^2\pi^2\tau}.$$

Since $dt=(L^2/D)\,d\tau$, the leak per area is $Q=cL\,g(\tau)$, where $g$ is the integral of this expression from zero. The constant part of the sum follows from

$$\sum_{n\ge1}\frac{(-1)^n}{n^2}=2\sum_{n\ \rm even}\frac1{n^2}-\sum_{n\ge1}\frac1{n^2}=\left(\frac12-1\right)\frac{\pi^2}{6}=-\frac{\pi^2}{12},$$

and therefore

$$g(\tau)=\tau-\frac16-\frac{2}{\pi^2}\sum_{n\ge1}\frac{(-1)^n}{n^2}e^{-n^2\pi^2\tau}.$$

At late times the exponentials vanish and

$$Q\simeq\frac{Dc}{L}\left(t-\frac{L^2}{6D}\right).$$

The delay $L^2/6D$ contains no solubility.

The early limit is clearer from an image solution. For $\tau\ll1$,

$$u\simeq\operatorname{erfc}\frac{\xi}{2\sqrt\tau}-\operatorname{erfc}\frac{2-\xi}{2\sqrt\tau}$$

satisfies the diffusion equation and vanishes at $\xi=1$; its error at $\xi=0$ is exponentially small. Both terms contribute equally to the exit slope, giving

$$-u_\xi(1,\tau)\simeq\frac{2}{\sqrt{\pi\tau}}e^{-1/4\tau}.$$

The exponent is $-L^2/4Dt$. In this continuum description it outweighs any fixed solubility ratio at sufficiently early times, and the faster film leaks more. In a film of $m$ discrete hops the early leak ratio levels off at $(D_B/D_A)^m\,c_B/c_A$, which is about $10^{26}$ for $m=20$ and the values below. If that film has the smaller $Dc$, the order of the total leaks must later reverse.

**Numbers for the anneal.** I take round model values: $D_0=10^{-3}$ cm²/s and $N=5\times10^{22}$ cm⁻³ for both films; $E_D=1.7$ eV and $H=0.3$ eV for A; $E_D=1.5$ eV and $H=0.8$ eV for B. The anneal lasts 1800 s at 673 K, where $kT=0.05799$ eV. The exponentials give

- A: $D=1.860\times10^{-16}$ cm²/s, $c=2.834\times10^{20}$ cm⁻³.
- B: $D=5.851\times10^{-15}$ cm²/s, $c=5.107\times10^{16}$ cm⁻³.

With $L=5\times10^{-7}$ cm and an empty sink,

$$J_A=\frac{(1.860\times10^{-16})(2.834\times10^{20})}{5\times10^{-7}}=1.05\times10^{11}\ \mathrm{cm^{-2}\,s^{-1}},$$

$$J_B=\frac{(5.851\times10^{-15})(5.107\times10^{16})}{5\times10^{-7}}=5.98\times10^{8}\ \mathrm{cm^{-2}\,s^{-1}}.$$

The recommended film leaks 176 times more in steady state. B loses a factor 31.5 in diffusivity and gains 5550 in solubility.

The delays are 224 s for A and 7.1 s for B. The late-time formula gives total anneal leaks of $1.66\times10^{14}$ cm⁻² for A and $1.07\times10^{12}$ cm⁻² for B. Their ratio is 155, below 176 because A spends a larger part of the anneal in its delay.

Equating the two full expressions for $Q$ and solving numerically gives a crossover at 66 s, when each film has passed $3.5\times10^{10}$ atoms/cm². These are continuum values; with 20 discrete hops of 0.25 nm they shift to 64 s and $3.4\times10^{10}$ atoms/cm². For a single exposure shorter than the crossover time, starting from clean films, the author's ranking is right.

**Service after the anneal.** The steady-state criterion cannot simply be carried over to ten years ($3.156\times10^8$ s) at 378 K. Starting from empty films, the delays there would be about $6\times10^4$ years for A and 130 years for B. But the films do not start empty: the anneal has filled them.

Suppose that cooling is fast enough to freeze in the hot linear profile $c_h(1-\xi)$, while the copper face adopts the cold solubility $c_c$. Suppose also that the frozen-in copper, now strongly supersaturated over most of the film, does not precipitate. By linearity, the profile is the cold steady profile $c_c(1-\xi)$ plus an excess that starts as $(c_h-c_c)(1-\xi)$ and vanishes at both faces. That excess evolves as $(c_h-c_c)(1-\xi-u)$, so its leak is proportional to $\tau-g$. Hence

$$Q=L\left[c_c\tau+(c_h-c_c)(\tau-g(\tau))\right],$$

with $D$ in $\tau$ taken at 378 K. Here $\tau=2.7\times10^{-5}$ for A and $0.013$ for B. In both cases $g$ is negligible, the $c_c$ terms cancel, and

$$Q\simeq\frac{D_{\rm cold}\,c_h\,t}{L}.$$

The cold diffusivities are $2.159\times10^{-26}$ cm²/s for A and $1.002\times10^{-23}$ cm²/s for B. The leaks are $3.9\times10^9$ and $3.2\times10^8$ cm⁻². B still wins, but by a factor of 12. The ratio of true steady fluxes at 378 K would be about $10^4$, but with a frozen profile it does not set the leak over these ten years.

For these model values, a steady cooling rate of 10 K/s is fast enough: film B loses about a quarter of its copper on the way down, mainly near the copper face, but its ten-year leak changes by only about 1 %. At 1 K/s it loses about two thirds, and the factor grows to about 24. The service figures exclude the leak during cooling, which at 10 K/s is larger for each film than the leak in the ten years that follow.

**Where the reversal can fail.** B's steady advantage rests on a permeation energy $H+E_D$ of 2.3 eV against 2.0 eV. At 673 K an error of 0.1 eV in either sum changes the corresponding flux by a factor of 5.6. The neglected vibrational entropies of solution and migration multiply each flux by the exponential of their sum divided by $k$. If that sum were larger in B than in A by $5.2k$, B's steady advantage at 673 K would vanish.

Grain boundaries are a more concrete danger. Let straight boundaries through B occupy an area fraction $f=0.1$, with saddles lower by $\Delta$ and the same site density and attempt rate. In steady state the activity falls linearly in both grain and boundary, so there is no sideways driving force and their fluxes add by area. B's advantage $R=176$ is lost when

$$(1-f)+fe^{\Delta/kT}=R,$$

$$\Delta=kT\ln\left(1+\frac{R-1}{f}\right)=0.43\ \mathrm{eV}.$$

An entry barrier can also change the ranking. Raising A's first saddle by $\Delta'$ replaces one of its $m$ equal resistances. With $h=0.25$ nm, $m=20$, and A becomes as tight as B when $m-1+e^{\Delta'/kT}=mR$, or $\Delta'=0.47$ eV.

The sink matters too. A back-pressure of 10 % of the copper activity corresponds, at 673 K, to a copper chemical potential in the sink $kT\ln10=0.134$ eV below that of the metal. Equal back-pressure leaves the flux ratio unchanged, but a sink of small capacity fills sooner behind the leakier film and throttles its flux.

**Relation to real barriers.** The setting intended here is a conducting film a few nanometres thick, processed near 673 K and used near 378 K. The energies are model values, not data for any material. A's anneal leak, of order a tenth of an atomic layer, would be a poor result for a barrier. The assumption of uniformity needs checking for each film: if B is polycrystalline, boundaries with the area fraction and saddle reduction given above would raise its steady flux at 673 K by a factor of 176. Site filling is minor, at 0.57 % in A. So is the electron wind: for rough values of $10^6$ A/cm², $2\times10^{-4}$ Ω cm and an effective charge number of 10, its work across the film is 1.0 meV, or 3.1 % of $kT$ in service.

**Recommendation.** The claim that A leaks less does not follow from the diffusivities, and for the model values used here it is false for the stated anneal. It should be withdrawn unless solubilities and boundary transport in the actual films are shown to support it. The author should report $Dc$, preferably from a measured steady flux through the actual film, together with the delay. Diffusivity alone can support a claim about the delay if the film is uniform and in local equilibrium with the copper at its face; an entry barrier would lengthen the delay.

Numerical values quoted here were computed with a short program.
